Constant-potential electrodes with Gaussian charges: electroneutral minimisation and empty-cell capacitance

**Why the matrix equation alone is not enough**

A metal electrode in a simulation of an electrochemical interface should hold its atoms at a prescribed potential. If each atom carries an adjustable charge q_i, and A is the matrix that turns charges into potentials, it is tempting to solve A q = ψ for the prescribed potentials ψ. Take two three-layer electrodes, specified in full below, with the lower at 0 V and the upper at 1 V. This recipe puts 0.0081 e on the upper electrode and −0.0302 e on the lower. The cell has acquired a net charge of −0.0221 e, whereas the correct plate charges are ±0.0192 e. The size of this net charge has no physical meaning: it depends on an arbitrary constant in A, as shown below. With the electrodes at −0.5 V and +0.5 V the same recipe gives a neutral cell, because the two electrodes are mirror images of each other. The answer thus depends on the arbitrary zero of potential. Electroneutrality has to be imposed as a constraint.

**The functional**

Electrode atom i, at r_i, carries the charge density

q_i (η²/π)^(3/2) exp(−η²|r − r_i|²).

The cell is periodic in x and y, with area a, and open along z. The ions are point charges Z_I, for the present fixed and of zero total charge. Charges are in e, potentials in V, lengths in Å, and K = e/(4πε₀) = 14.400 V Å/e. The potential at a site means the potential averaged over its Gaussian.

Let b be the vector of site potentials due to the ions, e the vector of ones, and d the vector with 1 on upper-electrode atoms and 0 on lower ones. The imposed potentials are ψ = V d, plus any constant times e. The electrostatic energy of the electrode charges, less the work done by the voltage source, is

Ω(q) = ½ qᵀA q − qᵀf,  f = ψ − b,  with eᵀq = 0.  (1)

**Matrix elements**

A unit Gaussian has the Fourier transform exp(−k²/4η²). Two of them give the product exp(−k²/2η²) = exp(−k²/4α²), with α = η/√2. After the angular integration their interaction is

u(r) = K (2/π) ∫₀^∞ dk [sin(kr)/(kr)] exp(−k²/4α²).

Differentiating r u(r) turns the sine into a cosine, and the Gaussian integral gives d(ru)/dr = K(2α/√π)exp(−α²r²). Since ru vanishes at r = 0, integration gives

u(r) = K erf(αr)/r,  u(0) = 2Kα/√π.  (2)

For a point ion and a Gaussian site only one factor exp(−k²/4η²) occurs, so α = η.

Summing u over the planar lattice leaves the in-plane wave vectors G. For lateral separation ρ and vertical separation z, each contributes (K/a) cos(G·ρ) J(G,z), where

J = 4π ∫ dk_z/(2π) exp(ik_z z) exp[−(G² + k_z²)/4α²]/(G² + k_z²).

Write exp(−k²/4α²)/k² as the integral of exp(−tk²) over t from 1/(4α²) to infinity. The k_z integral is then Gaussian:

J = 2√π ∫ dt t^(−1/2) exp(−G²t − z²/4t),  t from 1/(4α²) to ∞.  (3)

To integrate, consider

W(t) = (π/G)[e^(Gz) erfc(u₊) + e^(−Gz) erfc(u₋)],  u± = G√t ± z/(2√t).

Because u±² = G²t ± Gz + z²/4t, both terms of dW/dt contain exp(−G²t − z²/4t). The two derivatives du±/dt add up to G/√t, so dW/dt is minus the integrand of (3), prefactor included. As W vanishes at infinity, J = W(1/4α²):

J = (π/G)[e^(Gz) erfc(G/2α + αz) + e^(−Gz) erfc(G/2α − αz)].  (4)

For G → 0, expansion of (4) gives

J = 2π/G − 2π[z erf(αz) + exp(−α²z²)/(α√π)] + O(G).  (5)

The divergent term is the same for every pair and for every α. In the energy it multiplies the square of the total charge, which is zero, and it is dropped. The bracket in (5) is the G = 0 term that remains.

Two numerical points follow. By (3), J is largest at z = 0, where it equals (2π/G)erfc(G/2α). A cutoff at G = 11α therefore neglects terms in which erfc is below 10⁻¹⁴, and no separate real-space sum is needed. The product e^(Gz)erfc(G/2α + αz) can overflow before it is formed. Since J is even in z by (3), replace z by |z| throughout (4), and evaluate the product as exp(−G²/4α² − α²z²) erfcx(G/2α + α|z|), where erfcx(x) = exp(x²)erfc(x). With a large negative argument erfcx would itself overflow.

**Uniqueness and the projector**

For neutral q the energy can be written in Fourier space:

qᵀA q = (K/a) Σ_G ∫ dk_z/(2π) (4π/k²) exp(−k²/2η²) |Σ_j q_j exp(ik·r_j)|².  (6)

At G = 0 the sum over j vanishes linearly in k_z, so the integral is finite. The integrand is nowhere negative. It vanishes identically only if all q_j are zero, provided no two sites coincide modulo the lattice. Hence A is positive on neutral vectors, and (1) has one minimum.

With a multiplier λ for the constraint, stationarity reads

A q = f − λe.  (7)

The site potentials A q + b equal ψ − λe: each electrode is an equipotential, the difference is V, and λ is the common shift that neutrality requires. Assume A is invertible, and set x = A⁻¹e and τ = eᵀx. Then τ cannot vanish. If it did, x would be neutral with xᵀA x = xᵀe = 0, so x = 0, contradicting A x = e. Multiplying (7) by eᵀA⁻¹ and using eᵀq = 0 gives λ = eᵀA⁻¹f/τ. Therefore

q* = S f,  S = O A⁻¹,  O = I − x eᵀ/τ.  (8)

Since (x eᵀ/τ)² = x(eᵀx)eᵀ/τ² = x eᵀ/τ, O² = O. Also eᵀO = 0, so every output is neutral, and O x = 0, so S e = 0. The zero of potential has dropped out.

If the ions carry a total charge Z, the constraint becomes eᵀq = −Z. The same elimination gives λ = (eᵀA⁻¹f + Z)/τ and q* = S f − Z x/τ.

**The dropped constant and indefiniteness**

Replacing A by A_c = A + c eeᵀ leaves (1) unchanged on neutral vectors, so S is unchanged too. The full matrix does change character. Any vector can be written v = n + t x with n neutral. Using A x = e and eᵀn = 0,

vᵀA_c v = nᵀA n + t²τ(1 + cτ).  (9)

For τ < 0, A_c is positive definite when c > c* = −1/τ, singular at c*, and indefinite below. A Cholesky factorisation therefore needs c > c*. A general inverse also works with c = 0, but loses accuracy for c close to c*. The unconstrained recipe, unlike S, does depend on c: since A_c x = (1 + cτ)e, its net charge is eᵀA_c⁻¹ψ = xᵀψ/(1 + cτ). The value −0.0221 e quoted at the start belongs to c = 0.

**Capacitance**

The charge on the upper electrode is

Q = dᵀq* = C₀V − dᵀS b,  C₀ = dᵀS d.  (10)

With no ions, b = 0 and C₀ is the empty-cell capacitance. Let m_uu, m_ul and m_ll be the sums of the elements of A⁻¹ over the upper-upper, upper-lower and lower-lower blocks. Then dᵀx = m_uu + m_ul and τ = m_uu + 2m_ul + m_ll, so

C₀ = m_uu − (m_uu + m_ul)²/τ = (m_uu m_ll − m_ul²)/(m_uu + 2m_ul + m_ll).  (11)

Multiplying (7) by q*ᵀ with b = 0 gives q*ᵀA q* = V dᵀq* = C₀V². The stored energy is thus ½C₀V², C₀ is positive, and the minimum of Ω is −½C₀V².

**A worked cell**

The model metal has square layers of spacing s = 3 Å, 2.1 Å apart, alternate layers being shifted by half a cell diagonal. Each electrode has three layers of 2×2 atoms, so a = 36 Å². The gap between the inner planes is L = 10 Å, η = 2 Å⁻¹ and V = 1 V.

Numerical inversion of A gives m_uu = m_ll = 0.0081146 e/V and m_ul = −0.0302012 e/V. Then τ = −0.0441732 e/V and c* = 22.64 V/e. Diagonalisation gives a lowest eigenvalue of −486 V/e on all vectors, but 15.17 V/e on neutral ones. From (11),

C₀ = (0.0000658 − 0.0009121)/(−0.0441732) = 0.01916 e/V.

Since 1 e/(V Å²) is 1602 μF/cm², division by 36 Å² gives 0.853 μF/cm². Ideal plates at the same gap have a/(4πKL) = 0.01989 e/V, or 0.885 μF/cm². The atomic capacitor lies 3.7% below this. Expressed as a plate distance,

L_eff = a/(4πKC₀) = 36/(4π × 14.400 × 0.01916) Å = 10.38 Å.

The upper layers, counted from the gap, carry 0.01748, 0.00161 and 0.00007 e, that is 91%, 8% and 0.4% of the charge.

**Where the extra distance comes from**

Let each electrode be a single layer, with charge ±Q₁ per atom and area s² per atom. Let φ(z) be the potential of one layer of unit charges at a site a distance z away. From (4) and (5), with G now running over the reciprocal lattice of the layer,

φ(0) = (2πK/s²)[Σ_{G≠0} erfc(G/2α)/G − 1/(α√π)],

φ(L) = −2πKL/s²,

the second up to terms of order e^(−GL), for αL ≫ 1. The upper site is at Q₁φ(0) − Q₁φ(L) and the lower at the opposite value. Hence V = 2Q₁[φ(0) − φ(L)], and

L_eff = L + Σ_{G≠0} erfc(G/2α)/G − 1/(α√π).  (12)

The sum is the excess potential at an atom because the charge of its layer is concentrated on atoms. The last term is the reduction due to smearing along z. Here they are 0.822 Å and −0.399 Å, so L_eff = 10.42 Å.

The limits show what the width does. For α small compared with 1/s, but still with αL ≫ 1, the sum dies out and L_eff = L − 1/(α√π): the capacitance exceeds the ideal one. For large α the leading part of the sum is the integral

(s²/2π) ∫₀^∞ dG erfc(G/2α) = s²α/π^(3/2),

which grows without bound, and C₀ tends to zero. In this functional point charges cannot represent the electrode, because their self-energy is infinite.

Equation (12) also explains the sign of the second-layer charge. If only the inner layers are charged, the planar-averaged potential behind the upper one is constant, and its own sites lie above that constant by Q₁φ(0), positive here. The lateral variation lowers the second-layer sites, which face the hollows, a little further. Positive charge is needed there to raise them.

More generally, with no ions,

½C₀V² = max over neutral q of (V dᵀq − ½qᵀA q).

Adding layers enlarges the set of trial charges, so it cannot lower C₀. The matrix calculation gives L_eff = 10.4235, 10.3847 and 10.3847 Å for one, two and three layers. Raising η increases exp(−k²/2η²) in (6), hence qᵀA q, and lowers C₀.

The gap enters just as simply. Widening it by δL changes the upper-lower elements of A by −2πKδL/a, again up to e^(−GL). For plate charges ±Q this adds 4πKδL Q²/a to qᵀA q. The least energy at given Q is Q²/(2C₀), so 1/C₀ grows by 4πKδL/a and L_eff by δL. The computed excess L_eff − L is 0.3847 Å at gaps of 10, 15 and 20 Å.

**Error analysis**

*Iterative solution.* Instead of storing S, one can minimise (1) by conjugate gradients, subtracting the mean from f and from every product A p. Suppose the result is q* + δ, with δ neutral, and let r be the remaining residual f − A q with its mean removed. Then δᵀA δ = −δᵀr. With μ the lowest neutral eigenvalue, μ|δ|² ≤ |δ||r|, so

|δ| ≤ |r|/μ,  Ω(q* + δ) − Ω(q*) = ½δᵀA δ ≤ |r|²/(2μ).  (13)

The energy error has no linear term because δᵀ(A q* − f) = −λδᵀe = 0. For |r| = 1 mV and μ = 15.17 V/e, the bounds are 6.6×10⁻⁵ e and 3.3×10⁻⁸ eV. For a general neutral trial charge in the empty cell, −2Ω/V² thus gives C₀ with a second-order error and never from above, whereas dᵀq/V has a first-order error.

With the residual reduced by a factor 10¹², the empty cell takes 3 steps. By symmetry its charges are uniform in each layer and opposite on the two electrodes, which leaves three unknowns.

*Model parameter.* The Gaussian width matters far more than rounding. For three layers and L = 10 Å:

η = 1.0 Å⁻¹: 0.974 μF/cm², L_eff = 9.09 Å
η = 1.5 Å⁻¹: 0.899 μF/cm², L_eff = 9.85 Å
η = 2.0 Å⁻¹: 0.853 μF/cm², L_eff = 10.38 Å
η = 3.0 Å⁻¹: 0.790 μF/cm², L_eff = 11.21 Å

The spread is 22% of the value at η = 2 Å⁻¹. Since the shift L_eff − L does not depend on the gap, its relative effect falls roughly as 1/L. The width is an adjustable parameter that sets where the effective plates lie: 0.19 Å behind the inner atoms at η = 2 Å⁻¹, but 0.45 Å in front of them at η = 1 Å⁻¹. At a bare metal surface the electronic response, which this model does not calculate, puts the plane in front of the atoms. The value η = 2 Å⁻¹ is thus an illustration, not a description of a particular metal.

**Ions in the gap**

The vector S d holds the empty-cell charges per volt, and S = A⁻¹ − x xᵀ/τ is symmetric, so dᵀS b = (S d)ᵀb. In (10), dᵀS b is therefore Σ_I Z_I Φ(R_I), where Φ is the potential of those charges at the ion. Away from the atoms the field per volt is 4πKC₀/a = 1/L_eff, so Φ = z/L_eff + constant. For ions of zero total charge the constant drops out, and the induced charge is

Q_ind = −Σ_I Z_I z_I/L_eff,  (14)

up to the lateral variation of the field near the atoms. Put +1 e at (1.0, 2.0, 3.5) Å and −1 e at (4.0, 3.5, 6.5) Å, with z measured from the lower inner plane. Then (14) gives 3.0/10.385 = 0.2889 e, as does the full minimisation at V = 0 to these digits. At 1 V the upper charge is 0.3080 e, the increase being C₀V. A single ion pair in this small cell induces about fifteen times the charge that the voltage adds. The slope dQ/dV equals C₀ only while the ions are held fixed; mobile ions rearrange with V and contribute a response of their own.

The electrode force on an ion needs no derivative of the charges. Differentiating the minimum gives

dΩ*/dR = q*ᵀ ∂b/∂R + (∂q*/∂R)ᵀ(A q* − f).

The last bracket is −λe, and eᵀ∂q*/∂R = 0 by neutrality. The force is therefore −q*ᵀ∂b/∂R. For the positive ion at 1 V its z component is −1.549 eV/Å, towards the lower electrode; the direct force from the other ion and its images is not included. With inexact charges this expression has the error −δᵀ∂b/∂R, which is first order in δ. A tolerance that suffices for the energy may therefore be too loose for molecular dynamics.
